# Critical radius and nucleation barrier of a two-dimensional island

## Question

I am stuck on an exercise about the growth of a single-layer crystal from vapour. The edge energy is 0.30 eV per ångström and the driving force is 0.05 eV per square ångström. I have to find the critical radius and the nucleation barrier.

My idea was that an island becomes viable when the energy gained by its area pays for its edge. For a circle of radius $r$ I therefore wrote

$$
2\pi r\,(0.30\ \text{eV/Å})=\pi r^2\,(0.05\ \text{eV/Å}^2),
$$

which gives $r=12$ Å. But then the total energy at that radius is zero, so where is the barrier? I also don't see how an island smaller than this could ever grow, if it costs more than it gains. Finally, pictures of such crystals show triangles and hexagons. Does the circle matter?

## Answer

Your equation finds the radius at which the island has paid back its whole cost. The critical radius is where the *next* bit of growth starts to pay. These are different conditions, and the barrier lies between the start of growth and the point you found.

### The free energy of an island

Let $\lambda=0.30$ eV/Å be the free energy needed to make unit length of edge, and let $g=0.05$ eV/Å² be the free energy released when unit area of crystal forms from the vapour. With this convention $g$ is positive when the crystal is favoured, so it enters with a minus sign. For an island of perimeter $P$ and area $A$,

$$
\Delta G=\lambda P-gA .
$$

Both terms are energies: (eV/Å) × Å and (eV/Å²) × Å².

I take $\lambda$ to be the same for every edge direction and island size, and $g$ to stay constant because the vapour is a large reservoir. The substrate is flat and featureless, and strain and corner energies are left out. With equal cost in all directions the best shape is a circle, as shown further down. Then $P=2\pi r$, $A=\pi r^2$ and

$$
\Delta G(r)=2\pi r\lambda-\pi r^2 g .
$$

### The critical radius

Let the radius grow from $r$ to $r+dr$. The perimeter grows by $2\pi\,dr$, which costs $2\pi\lambda\,dr$. The new ring has area $2\pi r\,dr$, which releases $2\pi r g\,dr$. The net change is

$$
d(\Delta G)=2\pi(\lambda-gr)\,dr .
$$

The cost of widening the island does not depend on its radius, but the gain is proportional to it. A small island therefore loses by growing and a large one wins. The change of sign is at

$$
\lambda-gr^*=0
\quad\Longrightarrow\quad
r^*=\frac{\lambda}{g}
=\frac{0.30\ \text{eV/Å}}{0.05\ \text{eV/Å}^2}=6.0\ \text{Å}=0.60\ \text{nm}.
$$

The second derivative, $d^2\Delta G/dr^2=-2\pi g$, is negative for $g>0$, so this point is a maximum.

### The barrier

The barrier is the height of that maximum above the state with no island, for which $\Delta G=0$. Substituting $r^*=\lambda/g$ gives

$$
\Delta G^*
=2\pi\lambda\,\frac{\lambda}{g}-\pi g\,\frac{\lambda^2}{g^2}
=\frac{2\pi\lambda^2}{g}-\frac{\pi\lambda^2}{g}
=\frac{\pi\lambda^2}{g}.
$$

With the numbers,

$$
\Delta G^*=\frac{\pi\,(0.30\ \text{eV/Å})^2}{0.05\ \text{eV/Å}^2}
=\pi\times1.8\ \text{eV}=5.65\ \text{eV}=9.06\times10^{-19}\ \text{J}.
$$

The two terms can be seen separately: at 6 Å the edge costs 11.31 eV and the area has returned 5.65 eV, half of that cost. The other half is the barrier.

### What your 12 Å means

Completing the square puts both radii in one formula. Take out the factor $-\pi g$ and use $\lambda/g=r^*$:

$$
\begin{aligned}
\Delta G(r)&=-\pi g\,(r^2-2r^*r)\\
&=-\pi g\left[(r-r^*)^2-r^{*2}\right]\\
&=\Delta G^*-\pi g\,(r-r^*)^2 ,
\end{aligned}
$$

because $\pi g r^{*2}=\pi\lambda^2/g=\Delta G^*$. The curve is a parabola, symmetric about $r^*$. It is zero at $r=0$ and at $r=2r^*=12$ Å, which is your radius. At 3 Å and at 9 Å it has the same height, 4.24 eV, but the slopes are opposite. The smaller island lowers its free energy by shrinking, the larger one by growing.

An island of 9 Å thus still has a positive total free energy, yet growth is downhill for it. This answers your second doubt: the direction of change is set by the slope of $\Delta G$, not by its sign.

### How an island gets over the top

Below 6 Å growth is uphill, but thermal motion makes uphill steps possible. The island does not need 5.65 eV at one stroke. It gains and loses units one at a time, and a rare run of gains takes it over the top.

To put numbers on this we need a temperature and the area $a$ of one formula unit. Take $T=1000$ K, so that $k_BT=0.0862$ eV, and a triangular lattice with lattice constant 3.2 Å. These are rough values for the growth of monolayer MoS₂. The unit area is

$$
a=\frac{\sqrt3}{2}\,(3.2\ \text{Å})^2=8.87\ \text{Å}^2,
$$

and the critical island, of area $\pi r^{*2}=113.1$ Å², holds

$$
N^*=\frac{113.1}{8.87}=12.8
$$

formula units. The fraction only means that the top of the smooth curve lies between 12 and 13 units.

Let $G_N$ be the free energy of an island of $N$ units, and let $h_N$ be the chance that it reaches 60 units before it shrinks to one. Suppose units attach at a rate $k_+$ that is the same for all sizes, a simplification, and detach from size $N$ at a rate $k_-(N)$. The next event is one or the other, so

$$
(k_++k_-)\,h_N=k_+h_{N+1}+k_-h_{N-1}.
$$

Collecting the terms with $k_+$ on the left and those with $k_-$ on the right gives

$$
h_{N+1}-h_N=\frac{k_-(N)}{k_+}\,(h_N-h_{N-1}).
$$

In equilibrium, growth from $N-1$ to $N$ must be as frequent as the reverse step (detailed balance):

$$
k_+e^{-G_{N-1}/k_BT}=k_-(N)\,e^{-G_N/k_BT}
\quad\Longrightarrow\quad
\frac{k_-(N)}{k_+}=e^{(G_N-G_{N-1})/k_BT}.
$$

Each difference $h_{N+1}-h_N$ is therefore the previous one times this factor, which makes it proportional to $e^{G_N/k_BT}$. Summing the differences, with $h_1=0$ and $h_{60}=1$, gives

$$
h_N=\frac{\sum_{k=1}^{N-1}e^{G_k/k_BT}}{\sum_{k=1}^{59}e^{G_k/k_BT}} .
$$

The largest terms are those near the top of the barrier, so $h_N$ rises from almost 0 to almost 1 as $N$ passes $N^*$. Solving the chain for the present numbers gives:

- 8 units ($r=4.75$ Å): 0.002
- 13 units ($r=6.06$ Å): 0.420
- 18 units ($r=7.13$ Å): 0.971

The critical radius is thus a watershed of finite width, not a sharp wall. The width follows from the parabola: the free energy is within $k_BT$ of the top when $\pi g(r-r^*)^2\le k_BT$, or

$$
|r-r^*|\le\sqrt{\frac{k_BT}{\pi g}}
=\sqrt{\frac{0.0862}{\pi\times0.05}}\ \text{Å}=0.74\ \text{Å}.
$$

The chance at 13 units is a little below one half for two reasons. The upper sum for $N=13$ stops at 12 units, just short of the top at 12.8. And since $r\propto\sqrt N$, a parabola symmetric in $r$ falls more slowly on the large side when drawn against $N$, so more of the total sum lies above the top.

### Does the shape matter?

It changes the barrier. Take any fixed shape with perimeter $P_1$ and area $A_1$, and enlarge it by a factor $s$. Lengths scale as $s$ and areas as $s^2$:

$$
\Delta G(s)=\lambda P_1s-gA_1s^2 .
$$

Setting the derivative $\lambda P_1-2gA_1s$ to zero gives $s^*=\lambda P_1/(2gA_1)$, and then

$$
\Delta G^*=\frac{\lambda^2P_1^2}{2gA_1}-\frac{\lambda^2P_1^2}{4gA_1}
=\frac{\lambda^2P_1^2}{4gA_1}.
$$

The isoperimetric inequality says that $P_1^2\ge4\pi A_1$, with equality for the circle. Hence $\Delta G^*\ge\pi\lambda^2/g$ when $\lambda$ is the same in all directions: the circle offers the lowest pass. As a numerical test, 40 circles were deformed at random by waves with two to five periods around the edge, each with an amplitude of up to 10% of the radius. The lowest barrier among them was 5.69 eV, still above 5.65 eV.

For a regular polygon with $n$ sides, choose the distance from centre to side as 1. Half a side is then $\tan(\pi/n)$, so $P_1=2n\tan(\pi/n)$. The polygon consists of $n$ triangles of height 1, so $A_1=P_1/2=n\tan(\pi/n)$. Inserting these,

$$
s^*=\frac{\lambda}{g},\qquad
\Delta G^*=n\tan\!\left(\frac{\pi}{n}\right)\frac{\lambda^2}{g}.
$$

The critical distance from centre to side is again 6 Å. With $\lambda^2/g=1.8$ eV the barriers are

$$
\begin{aligned}
\text{hexagon:}\quad &6\tan30^\circ\times1.8\ \text{eV}=6.24\ \text{eV},\\
\text{triangle:}\quad &3\tan60^\circ\times1.8\ \text{eV}=9.35\ \text{eV}.
\end{aligned}
$$

For many sides $n\tan(\pi/n)\to\pi$, and the circle returns.

These polygon values hold for sides that cost 0.30 eV/Å. If every direction really had that cost, a nucleus free to choose its shape would be round. A polygon with sharp corners is preferred only when edges in other directions cost sufficiently more; a small difference leaves the outline partly or wholly rounded. Note also that the shape seen under a microscope belongs to a crystal far larger than the nucleus, and may record which sides grew slowly rather than the shape of lowest free energy.

Corners may cost something as well. A fixed energy per corner does not depend on $s$, so it raises the barrier without moving the critical size. With an assumed 0.1 eV per corner, a hexagon gains 0.6 eV.

### Is this barrier high?

Compared with the thermal energy it is: $\Delta G^*/k_BT=65.6$ at 1000 K. For a rough rate, start from the number of critical nuclei expected in equilibrium. There are $n_s=1/a=1.13\times10^{15}$ sites per cm², and a fraction of about $e^{-\Delta G^*/k_BT}$ of them carries a critical nucleus. Let each such nucleus gain a unit $\nu=10^{13}$ times per second, an assumed attempt frequency. Then

$$
J\sim n_s\,\nu\,e^{-\Delta G^*/k_BT}\approx0.4\ \text{cm}^{-2}\,\text{s}^{-1}.
$$

This is generous, since it supposes that a unit is always waiting at the edge of the nucleus, and since some nuclei fall back from the top. The true rate may be far lower. The exponential is also very sensitive to the barrier: with the hexagon's barrier the same estimate drops to about $4\times10^{-4}$ cm⁻² s⁻¹, nearly a thousand times less.

The edge energy enters as a square. If it falls by 10%, with $g$ and $T$ held fixed, the critical radius becomes 5.40 Å and the barrier $0.9^2\times5.65=4.58$ eV. That is about 1.07 eV less, or 12 $k_BT$, and the rate rises by a factor of more than $10^5$. A calculated nucleation rate is therefore much less certain than the barrier it comes from.

A step on the substrate can matter even more. Suppose an island grows against a straight step and the side touching it costs nothing. A half disc then has edge cost $\pi r\lambda$ and area gain $\pi r^2g/2$, each half of the full-disc value. The maximum stays at 6 Å, but the barrier is halved to 2.83 eV. At 1000 K this multiplies the Boltzmann factor per site by $1.8\times10^{14}$. With equal prefactors, a handful of such sites per cm² would match the whole flat surface. If the side at the step has some cost, the advantage is smaller. If instead the island binds to the step, so that the net cost of that side is negative, the barrier falls below 2.83 eV: for a net cost of $-0.15$ eV/Å the best shape is a flatter circular segment, still with a radius of curvature of 6 Å, and the barrier is about 1.1 eV.

### Beside a real growth process

Monolayer MoS₂ can be grown from vapour at temperatures around 1000 K, and it can form triangular islands. An edge energy of a few tenths of an eV per ångström is a reasonable rough size, but it depends on how the edge is terminated and on the vapour. The driving force here amounts to

$$
ga=0.05\times8.87\ \text{eV}=0.443\ \text{eV}
$$

per formula unit. For ideal vapours, where the chemical potential varies as $k_BT\ln p$, this corresponds to a supersaturation ratio $e^{ga/k_BT}\approx170$. The ratio is $Q/Q_{\text{eq}}$, where $Q$ is the product of the precursor pressures divided by that of any gaseous by-products, each pressure raised to the power of its coefficient in the reaction that forms one formula unit, and $Q_{\text{eq}}$ is its equilibrium value. Whether a given furnace supplies this drive cannot be read from the number alone. Since $Q$ combines several pressures, the ratio in growth from molybdenum oxide and sulfur may lie below 170 or many orders of magnitude above it, depending on the local vapour. With a much larger drive the critical island shrinks to a few units or less, and the formulas no longer apply (see the next section). The round shape and the featureless substrate are also assumptions, and the barrier depends strongly on both. At the same edge energy a triangular nucleus raises the barrier from 5.65 to 9.35 eV, while a cost-free step lowers it to 2.83 eV for a round one.

### Where the formulas stop working

As $g\to0$ the crystal and the vapour approach equilibrium, and both $r^*=\lambda/g$ and $\Delta G^*=\pi\lambda^2/g$ grow without limit. For $g\le0$ the slope $2\pi(\lambda-gr)$ is positive at every radius: there is no critical size, and every island tends to dissolve.

At strong driving the trouble is the size of atoms. The number of units in the critical island is

$$
N^*=\frac{\pi r^{*2}}{a}=\frac{\pi\lambda^2}{g^2a},
$$

so doubling $g$ halves the barrier but leaves a quarter of the units, about three. A smooth edge with a fixed energy per length then has little meaning. Even the present nucleus of about 13 units strains that picture. Taken literally, the formula charges 2.72 eV, almost half of the barrier, for the first unit alone, a size at which a smooth edge means little. Adding one unit to it changes the radius by

$$
\sqrt{r^{*2}+\frac{a}{\pi}}-r^*=0.23\ \text{Å},
$$

which is smaller than the thermal width of 0.74 Å, so the steps in size do not by themselves spoil the smooth curve. What the model cannot describe is the energy of particular atomic arrangements at the edge. For that, the energies of small islands would have to be calculated one by one.

For your exercise, with a round island and constant $\lambda$ and $g$, the answers are $r^*=6$ Å and $\Delta G^*=5.65$ eV. The numerical output below lists the values used here.

## Numbers as computed

```
Edge energy: 0.30 eV/A
Driving force: 0.05 eV/A^2
Critical radius, formula: 6.00 A
Critical radius, numerical maximum: 6.0000 A
Critical radius, converted: 0.60 nm
Edge cost at critical radius: 11.31 eV
Area gain at critical radius: 5.65 eV
Barrier, formula: 5.6549 eV
Barrier, numerical maximum: 5.6549 eV
Barrier, converted: 9.060e-19 J
Free energy at r = 3 A: 4.24 eV
Free energy at r = 6 A: 5.65 eV
Free energy at r = 9 A: 4.24 eV
Free energy at r = 12 A: 0.00 eV
Lattice constant (rough): 3.2 A
Growth temperature (rough): 1000 K
Thermal energy kT: 0.0862 eV
Area per formula unit: 8.87 A^2
Area of critical island: 113.1 A^2
Formula units in critical island: 12.8
Driving force per formula unit: 0.443 eV
Ideal supersaturation ratio: 172
Barrier divided by kT: 65.6
Half-width of barrier top within kT: 0.74 A
Radius change on adding one unit: 0.23 A
Growth chance, 8 units (r = 4.75 A): 0.002
Growth chance, 13 units (r = 6.06 A): 0.420
Growth chance, 18 units (r = 7.13 A): 0.971
Barrier, regular hexagon: 6.24 eV
Barrier, equilateral triangle: 9.35 eV
Lowest barrier of 40 deformed islands: 5.69 eV
Barrier, half disc at free step: 2.83 eV
Critical radius, edge energy 10% lower: 5.40 A
Barrier, edge energy 10% lower: 4.58 eV
Assumed corner energy: 0.1 eV per corner
Added barrier, six corners: 0.6 eV
Assumed attempt frequency: 1e+13 1/s
Site density: 1.13e+15 1/cm^2
Generous rate, circle: 3.6e-01 1/(cm^2 s)
Generous rate, hexagon: 4.2e-04 1/(cm^2 s)
Boltzmann gain per site at free step: 1.8e+14
```
